# Does a singlet trial function bound the lowest singlet energy?

**Q:** I am running fixed-node diffusion Monte Carlo with a singlet trial function, for a system in which a triplet lies lower. My walkers carry fixed spin labels: the first half of the electrons are up, the rest down. Nothing in the algorithm enforces $S^2$. So the fixed-node proof can guarantee only a bound on the lowest state of zero spin projection, which here is the triplet, and my energy may fall below the lowest singlet.

**A:** Your premise is right: the walkers do not enforce $S^2$. The conclusion does not follow, because there may be a weaker symmetry that they do keep and that still tells a singlet from a triplet. What does your trial function do if you exchange all the up positions with all the down positions?

**Q:** I have never asked. Let me fix the notation first. There are $N=2n$ electrons, $n$ up at positions $A=(\mathbf r_1,\dots,\mathbf r_n)$ and $n$ down at $B=(\mathbf r_{n+1},\dots,\mathbf r_N)$. The walker sees the amplitude $\Psi(A;B)$, the component of the full antisymmetric state with those spins. It is antisymmetric within $A$ and within $B$. How can this one component know about the total spin?

**A:** Through the spin flip $F=\prod_i\sigma_x^{(i)}$, which turns every spin over. A rotation of all spins by $\pi$ about the $x$ axis is
$$e^{-i\pi S_x}=\prod_{i=1}^{N}\left(-i\sigma_x^{(i)}\right)=(-i)^{2n}F=(-1)^nF .$$
A state of total spin $S$ and projection $M=0$ rotates like the spherical harmonic $Y_{S0}\propto P_S(\cos\theta)$. This rotation sends $\cos\theta$ to $-\cos\theta$ and so gives the factor $(-1)^S$. Hence $F=(-1)^{n+S}$ on such a state.

Now take $\Psi(B;A)$: electrons $1$ to $n$ are up and sit at $B$, the others are down and sit at $A$. Exchange the labels $i$ and $i+n$ for each $i\le n$. These are $n$ transpositions, so antisymmetry gives $(-1)^n$. After them, electrons $1$ to $n$ are down at $A$, and the others are up at $B$. That is the component of $\Psi$ with all spins flipped, which is $(F\Psi)(A;B)$. Therefore
$$\Psi(B;A)=(-1)^n(-1)^{n+S}\Psi(A;B)=(-1)^S\,\Psi(A;B).$$
For two electrons this is the familiar rule that the singlet is symmetric in space and the triplet antisymmetric. For more electrons, singlets are even under the full swap and triplets are odd.

**Q:** My trial function is then swap-even. But the walkers move under the Hamiltonian and the nodes, not under the trial function's symmetry. Why should the fixed-node solution stay even?

**A:** Because the nodes inherit the symmetry. Let $H=-\tfrac12\nabla^2+V$ in atomic units, with $V$ real and free of spin, and let $\Psi_T$ be real. The nodes cut configuration space into pockets. The fixed-node energy $E_{\rm FN}$ is the lowest ground-state energy of $H$ in any pocket, with the function zero on the pocket's boundary. I leave out time-step and population errors and assume that walkers start in every kind of pocket. Let $\Omega$ be a lowest pocket and $\chi$ its ground state, positive inside and zero outside.

Let $G$ be the group generated by permutations within $A$, permutations within $B$, and the swap. For each $g$ in $G$,
$$\Psi_T(gR)=\eta(g)\Psi_T(R),\qquad \eta(g)=\pm1,\qquad \eta(gh)=\eta(g)\eta(h).$$
Build
$$\Phi(R)=\sum_{g\in G}\eta(g)\,\chi(gR).$$
It has the symmetry of $\Psi_T$. To see this, set $g'=gh$, so that $\eta(g)=\eta(g')\eta(h)$:
$$\Phi(hR)=\sum_g\eta(g)\chi(ghR)=\eta(h)\sum_{g'}\eta(g')\chi(g'R)=\eta(h)\Phi(R).$$

**Q:** Such sums can cancel to zero. Projecting a singlet onto a triplet gives nothing, for example.

**A:** That is the point to settle. Take $R$ inside $\Omega$. A term contributes only if $gR$ is also in $\Omega$. But $\Psi_T$ has one sign throughout $\Omega$, so $\Psi_T(gR)$ and $\Psi_T(R)$ agree in sign and $\eta(g)=+1$. All surviving terms are positive, and the identity is one of them. So $\Phi\neq0$.

Its energy is also fixed. Each $g$ leaves $H$ unchanged, so $\chi(gR)$ is the ground state of an image of $\Omega$, with the same energy. On each image pocket $\Phi$ is a multiple of that ground state. Integrating by parts there, with no boundary term because $\Phi$ vanishes on the boundary, gives
$$\int\left(\tfrac12|\nabla\Phi|^2+V\Phi^2\right)dR=E_{\rm FN}\int\Phi^2\,dR .$$
So $\Phi$ is an admissible function with energy $E_{\rm FN}$, antisymmetric within each spin set and even under the swap. Expand it in states of definite spin. The odd-$S$ parts are swap-odd and must be absent. The variational principle then gives
$$E_{\rm FN}\ \ge\ \min\left(E_{S=0},E_{S=2},E_{S=4},\dots\right),$$
where $E_S$ is the lowest energy of spin $S$. The triplet is not in the list.

**Q:** Then where does the bound I had in mind, on the lowest $M=0$ state, belong?

**A:** To a trial function without swap parity. The same argument with the swap left out of $G$ keeps only the two antisymmetries, and every spin is allowed. One way to get there is a single product of an up determinant and a down determinant with different open-shell orbitals. That is a mixture of singlet and triplet, even if one calls it "the open-shell singlet".

**Q:** Show me a case where the difference matters.

**A:** Put two electrons in a one-dimensional box, $-L/2<x<L/2$, with $L=8.0$ Å. Let them repel with the Coulomb law softened by replacing the distance $|x_1-x_2|$ with $\sqrt{(x_1-x_2)^2+s^2}$, $s=0.5$ Å. The two-electron ground state is a singlet, so to have a triplet below we look at states that are odd under inversion, $(x_1,x_2)\to(-x_1,-x_2)$. Inversion is a further one-dimensional symmetry, and it can be added to $G$ without changing the proof.

With $\theta=\pi x/L$, the two lowest orbitals of the empty box are $\varphi_0=\cos\theta$ and $\varphi_1=\sin2\theta=2\sin\theta\cos\theta$. The symmetric combination is
$$\varphi_0(x_1)\varphi_1(x_2)+\varphi_1(x_1)\varphi_0(x_2)=2\cos\theta_1\cos\theta_2\,(\sin\theta_1+\sin\theta_2),$$
with its node at $x_1=-x_2$. The single product $\varphi_0(x_1)\varphi_1(x_2)$ has its node at $x_2=0$ instead.

I diagonalized the finite-difference Hamiltonian on a grid of spacing 0.1 Å, first without nodes and then inside one pocket of each trial function:

- lowest odd triplet: 7.62 eV
- lowest odd singlet: 11.56 eV
- fixed-node energy with the symmetric trial function: 11.56 eV
- fixed-node energy with the single product: 7.96 eV

Going from a spacing of 0.2 Å to 0.1 Å moved these energies by 0.01 to 0.02 eV, far less than the differences under discussion. In the continuum limit the singlet and the symmetric fixed-node energy rise to 11.57 eV; the other two values keep the digits shown. The product falls 3.6 eV below the singlet and stays about 0.3 eV above the triplet. Its bound is the one you described, the lowest $M=0$ level, taken here among the odd states: the triplet. The symmetric function does not slide towards the triplet at all.

**Q:** Has the product run really become a triplet?

**A:** Nearly. For two electrons, $S^2$ is 0 in the singlet and 2 in the triplet, so the triplet weight is $\langle S^2\rangle/2$. The fixed-node state, extended to both pockets as an odd function, has $\langle S^2\rangle=1.93$ and hence a triplet weight of 0.96.

**Q:** The symmetric trial function gave the singlet energy itself. Is that the theorem, or luck?

**A:** The theorem gives only $E_{\rm FN}\ge E_{\rm singlet}$. The equality comes from this geometry. A function that is swap-even and inversion-odd obeys
$$\psi(-x_2,-x_1)=\psi(-x_1,-x_2)=-\psi(x_1,x_2),$$
so it vanishes wherever $x_1=-x_2$. The exact singlet therefore meets the fixed-node condition, which gives $E_{\rm FN}\le E_{\rm singlet}$ as well. In other systems symmetry may demand a node without fixing its position. The node of the trial function is then in general approximate, and $E_{\rm FN}$ can lie above the lowest level that the bound allows. The bound needs only the symmetry of the trial function, not the accuracy of its node. If the box were tilted, so that inversion symmetry was lost, the bound would refer to the lowest singlet of all, which for two electrons has no node. A trial function with a node, meant for an excited singlet, could then give an energy below its target.

**Q:** My production trial function has a Jastrow factor with different terms for like and unlike spins, to satisfy both cusp conditions. That spoils the singlet. Do I lose the bound?

**A:** You lose $S^2$ but keep the swap. The exponent is
$$J=\sum_{i<j\in A}u(r_{ij})+\sum_{i<j\in B}u(r_{ij})+\sum_{i\in A,\,j\in B}v(r_{ij}).$$
Exchanging $A$ and $B$ exchanges the first two sums and leaves the third alone, so $e^J$ is swap-even.

The loss of $S^2$ can be seen for four electrons. Raising one spin of a singlet must give zero. The component of $S_+\Psi$ with electrons 1, 2, 3 up and 4 down is a sum of three terms, in which electron 3, 2 or 1 was down before. Relabelling the last two to the standard order costs a sign each:
$$\Psi(1,2;3,4)-\Psi(1,3;2,4)-\Psi(3,2;1,4)=0 .$$
A Jastrow factor with $u=v$ multiplies all three terms equally and preserves the zero. With $u\ne v$ the like-spin pairs differ from term to term, the weights differ, and the sum is in general no longer zero. The trial function then acquires parts with $S=2$, but none with $S=1$, and the bound on the lowest even-spin level stands. In the continuum, with the local potential assumed here, there is an even simpler reason: $e^J$ is positive, so it leaves the nodes, and with them $E_{\rm FN}$, unchanged.

**Q:** So I was too pessimistic. With equal numbers of up and down electrons, a pure singlet trial function always bounds the lowest singlet.

**A:** That goes too far the other way. Look at the list in the bound again: $S=2$ has the same swap parity as $S=0$. For two electrons there is no quintet and your sentence is true. From four electrons on, you need the condition that no level with $S=2,4,\dots$ lies below the lowest singlet.

**Q:** Perhaps that is only a gap in the proof. If the trial function is a pure singlet, can the energy really drop below the lowest singlet?

**A:** In a lattice version it can, and the case is small enough to do by hand. Take four localized spins with
$$H=-\sum_{i<j}J_{ij}P_{ij},$$
where $P_{ij}$ exchanges the spins on sites $i$ and $j$. A configuration is the set of up sites. Swap-even states have three amplitudes: $a$ for the sets 12 and 34, $b$ for 13 and 24, $c$ for 14 and 23. Choose
$$\alpha=J_{12}+J_{34}=0.20,\quad \beta=J_{13}+J_{24}=0.10,\quad \gamma=J_{14}+J_{23}=0.30\ \text{eV},$$
with the two couplings in each sum equal. $P_{12}$ and $P_{34}$ leave the $a$ configurations alone and connect $b$ with $c$; the other pairs act likewise. So on $(a,b,c)$
$$H=-\begin{pmatrix}\alpha&\gamma&\beta\\ \gamma&\beta&\alpha\\ \beta&\alpha&\gamma\end{pmatrix}.$$
The quintet has $a=b=c$ and energy $-(\alpha+\beta+\gamma)=-0.60$ eV. The singlets are orthogonal to it, $a+b+c=0$. The trace of $H$ equals the quintet energy, so the two singlet energies are $\pm E$. The trace of $H^2$ gives
$$3(\alpha^2+\beta^2+\gamma^2)=(\alpha+\beta+\gamma)^2+2E^2,$$
$$E^2=\alpha^2+\beta^2+\gamma^2-\alpha\beta-\beta\gamma-\gamma\alpha=0.14-0.11=0.03\ \text{eV}^2 .$$
The lowest singlet is at $-0.173$ eV.

**Q:** And what is a fixed node on a lattice, where there is no surface on which a function could vanish?

**A:** A hop between $R$ and $R'$ is removed if $H_{RR'}\Psi_T(R)\Psi_T(R')>0$. To pay for it, $H_{RR'}\Psi_T(R')/\Psi_T(R)$ is added to the diagonal at $R$, and the corresponding term at $R'$. Call the result $H_{\rm eff}$. With $q=|\Psi_T(R')/\Psi_T(R)|$ and $\sigma$ the sign of $H_{RR'}$, each removed pair contributes to $\langle\Phi|H_{\rm eff}-H|\Phi\rangle$ the amount
$$|H_{RR'}|\left(q\,\Phi_R^2+\frac{\Phi_{R'}^2}{q}-2\sigma\Phi_R\Phi_{R'}\right)=|H_{RR'}|\left(\sqrt q\,\Phi_R-\frac{\sigma\Phi_{R'}}{\sqrt q}\right)^2\ge0 .$$
So the lowest eigenvalue of $H_{\rm eff}$ is a variational upper bound, as in the continuum.

Take the trial function $(a,b,c)=(0.9,\,0.1,\,-1.0)$. The amplitudes add to zero, so it is a pure singlet. All hops in $H$ are negative, so those between amplitudes of opposite sign are removed: $a$ with $c$, and $b$ with $c$. The $c$ configurations are then isolated, with energy
$$-\gamma-\beta\,\frac ac-\alpha\,\frac bc=-0.30+0.10\times0.9+0.20\times0.1=-0.19\ \text{eV}.$$

**Q:** The other pocket, with $a$ and $b$, might be lower still.

**A:** It is not. Its diagonal entries are $-\alpha-\beta c/a=-0.20+0.11=-0.09$ and $-\beta-\alpha c/b=-0.10+2.00=1.90$ eV, and its off-diagonal entry is $-\gamma=-0.30$ eV. Add 0.19 eV to the diagonal: both entries are positive, and their product, $0.10\times2.09=0.21$, exceeds $0.30^2=0.09$. Both eigenvalues therefore lie above $-0.19$ eV.

So $E_{\rm FN}=-0.190$ eV, below the lowest singlet at $-0.173$ eV, from a pure singlet trial function. It respects the true bound, the quintet at $-0.60$ eV.

**Q:** Yet a variational Monte Carlo run with the same function could not do that.

**A:** No, because there the state whose energy is averaged is the trial function itself. Here
$$H\begin{pmatrix}0.9\\0.1\\-1.0\end{pmatrix}=\begin{pmatrix}-0.11\\-0.08\\0.19\end{pmatrix}\text{eV},\qquad \frac{\langle\Psi_T|H|\Psi_T\rangle}{\langle\Psi_T|\Psi_T\rangle}=\frac{-0.297}{1.82}=-0.163\ \text{eV},$$
which is above the singlet, as it must be. The projection then changes the state to $(0,0,1)$. Its squared overlap with the quintet $(1,1,1)/\sqrt3$ is $1/3$, and $\langle S^2\rangle=6\times\tfrac13=2$. That is the value for a triplet, but this state contains no triplet: it is one third quintet and two thirds singlet. A mean value of $S^2$ does not identify the contaminant.

This example settles the matter for the lattice method. In the continuum the proof likewise offers no protection from a lower quintet, though I have not shown you a continuum case that falls below.

**Q:** What about odd electron numbers? I also have a doublet to compute.

**A:** With unequal numbers of up and down electrons there is no swap to use. For $M=\tfrac12$ the guarantee is the lowest level of any $S\ge\tfrac12$, so a lower quartet is a danger. Three spins show it with the same matrix. Let $a,b,c$ be the amplitudes for the down spin on site 1, 2, 3, and let $J_{23}=0.20$, $J_{13}=0.10$, $J_{12}=0.30$ eV take the places of $\alpha,\beta,\gamma$. The quartet is $a=b=c$ at $-0.60$ eV, the lowest doublet is at $-0.173$ eV, and the doublet trial function $(0.9,0.1,-1.0)$ gives $-0.190$ eV.

**Q:** For a real atom, how would I judge whether the even-spin condition holds?

**A:** Estimate the level order with a cheaper method. Germanium is a fair case, since its open 4p shell puts a triplet lowest. I took orbitals from a restricted open-shell Hartree–Fock calculation of the quintet (4s¹4p³, def2-SVP basis) and diagonalized the Hamiltonian for four electrons in the 4s and 4p orbitals. Relative to the triplet, the lowest singlet lies at 1.1 eV and the lowest quintet at 3.3 eV. The quintet is thus 2.1 eV above the singlet (the difference taken before rounding), even though the orbitals were optimized for the quintet. These numbers are not converged, but the order is stable. The quintet–singlet gap becomes 2.2 eV in the def2-TZVP basis, 2.4 eV with orbitals optimized for the triplet, and 2.4 eV with scalar relativity in a triple-zeta basis. It becomes 3.2 eV when the four valence electrons are correlated in all def2-SVP orbitals outside the core (singlet 1.0 eV, quintet 4.2 eV above the triplet). Spin–orbit coupling and core correlation are left out throughout, so this is evidence for the order, not proof. If the order holds, a swap-even trial function for germanium bounds the lowest singlet of the spin-free Hamiltonian, with the triplet lying below it all the while. The continuum proof assumed a local potential. With a nonlocal pseudopotential, replacing the whole nonlocal term by its action on the trial function gives no bound; only the sign-violating part may be moved to the diagonal, as in the lattice scheme above.

**Q:** And the trial function must be built with care. If I put $p_x$ in the up determinant and $p_y$ in the down one, I am back at the single product in the box.

**A:** Yes. Write $D_x$ and $D_y$ for the determinants with 4p orbital $p_x$ or $p_y$ and otherwise equal orbitals. The function to use is
$$\Psi_T=e^J\left[D_x(A)D_y(B)+D_y(A)D_x(B)\right],$$
which the swap maps onto itself. With a minus sign it is swap-odd, the choice for the triplet, and with one term alone the guarantee falls back to the lowest $M=0$ level. Note also that two upper bounds do not make a bound on their difference: a singlet–triplet gap from two such runs can err in either direction.
